# Surface potential of a MOS capacitor in deep depletion, part 2

A metal gate, an oxide and a uniformly doped p-type semiconductor form a one-dimensional capacitor. A gate step from flat band depletes the surface of holes, and the surface potential is wanted. The step is slow enough for holes to stay in equilibrium with the bulk contact, but step and observation are too short for electrons to collect (deep depletion):

$$t_h\ll t_{step}\ll t_n ,$$

with $t_h$ the hole response time, $t_{step}$ the step duration and $t_n$ the time to form the final electron layer.

The coordinate $x$ runs from the oxide interface into the semiconductor. The potential $\psi(x)$ is zero in the neutral bulk, $\psi_s=\psi(0)$, the field is $F=-d\psi/dx$, and $\rho$ is the charge density. The control variable is $V=V_G-V_{FB}$, with $V_G$ the gate voltage relative to the bulk contact and $V_{FB}$ the flat-band voltage. $N$ is the acceptor density, $\varepsilon$ the semiconductor permittivity, $q$ the positive elementary charge, $C$ the oxide capacitance per unit area, $t_{ox}$ the oxide thickness, $V_{ox}$ the oxide voltage change since flat band, and $\phi=k_BT/q$ the thermal voltage.

With $g=\sqrt{2\varepsilon qN}/C$, in $\mathrm V^{1/2}$, the depletion approximation (sharp edge at depth $W$, valid for $\psi_s\gg\phi$) gives the balance and the "simple formula"

$$V=\psi_s+g\sqrt{\psi_s},\qquad
\psi_s=f(V)\equiv\left(\sqrt{V+\frac{g^2}{4}}-\frac g2\right)^2.$$

The depletion width is $W=\sqrt{2\varepsilon\psi_s/(qN)}$, and the depletion charge per unit area has magnitude

$$Q_d=qNW=\sqrt{2\varepsilon qN\psi_s}.$$

The slope $f'(V)$, between zero and one for $V>0$, and the small-signal capacitance per unit area are

$$\frac{d\psi_s}{dV}=1-\frac{g}{2\sqrt{V+g^2/4}} ,\qquad
C_{ss}=\frac{C}{\sqrt{1+4V/g^2}} .$$

Squaring the balance to $(V-\psi_s)^2=g^2\psi_s$ adds a second root, which is rejected because it exceeds $V$:

$$\psi_+=\left(\sqrt{V+\frac{g^2}{4}}+\frac g2\right)^2 .$$

### The thermal tail of the holes

Holes in equilibrium with the bulk have density $Ne^{-\psi/\phi}$ in Boltzmann statistics. The charge density is $q(Ne^{-\psi/\phi}-N)$, and Poisson's equation $\psi''=-\rho/\varepsilon$ becomes

$$\psi''=\frac{qN}{\varepsilon}\left(1-e^{-\psi/\phi}\right).$$

Multiply by $2\psi'$. The left side is the derivative of $(\psi')^2$. Integrating from the bulk, where $\psi=\psi'=0$, to the surface gives

$$F_s^2=\frac{2qN}{\varepsilon}\left(\psi_s-\phi+\phi e^{-\psi_s/\phi}\right),$$

where $F_s$ is the surface field. The oxide voltage is $\varepsilon F_s/C$, so

$$V=\psi_s+g\sqrt{\psi_s-\phi+\phi e^{-\psi_s/\phi}} .$$

For $\psi_s\gg\phi$ the exponential is negligible. Put $a=\psi_s-\phi$ and subtract $\phi$ from both sides. The result, $V-\phi=a+g\sqrt a$, is the earlier balance with $V$ replaced by $V-\phi$. Hence

$$\psi_s=\phi+f(V-\phi).$$

The hole tail reduces the net negative charge at a given $\psi_s$, so less voltage falls across the oxide and the surface potential is slightly higher. The increase over the simple formula is $\phi-[f(V)-f(V-\phi)]$. Since $f'$ lies between zero and one, the increase lies between zero and $\phi$. To first order it is $\phi[1-f'(V)]$.

### Electrons already at the surface

Let a thin sheet of $n$ electrons per unit area lie at the interface. The gate must balance its charge as well as that of the acceptors:

$$C(V-\psi_s)=qn+\sqrt{2\varepsilon qN\psi_s}.$$

Dividing by $C$ and collecting terms gives

$$V-\frac{qn}{C}=\psi_s+g\sqrt{\psi_s},\qquad
\psi_s=f\!\left(V-\frac{qn}{C}\right).$$

The electron sheet acts as a reduction of the gate voltage. The formula requires $V-qn/C\ge0$, and it requires that the electrons stay at the surface. They stay only if $\psi_s$ is at least about the equilibrium surface potential for that gate voltage; at lower $\psi_s$ they spill over the barrier into the bulk and $n$ is not fixed. The sheet is also taken to have zero thickness. It covers a step that starts with a known electron layer, and it describes the relaxation of $\psi_s$ as electrons are generated. The hole-tail correction is applied to the reduced voltage in the same way.

### A 5 V step

The example uses rough, typical values for an oxidised silicon capacitor at 300 K: $N=10^{16}\ \mathrm{cm^{-3}}$, an oxide 20 nm thick, and relative permittivities 11.7 for the semiconductor and 3.9 for the oxide. The gate steps from flat band to $V=5$ V.

The oxide permittivity divided by its thickness gives $C=0.1727\ \mathrm{\mu F/cm^2}$. The definition of $g$ gives $g=0.3337\ \mathrm{V^{1/2}}$ and $g^2/4=0.02784$ V. Then

$$\sqrt{5+0.02784}=2.2423,\qquad
\sqrt{\psi_s}=2.2423-0.1669=2.0754,$$

both in $\mathrm{V^{1/2}}$, and squaring gives $\psi_s=4.307$ V. The remaining 0.693 V lies across the oxide. The squared equation's other root is 5.804 V, which exceeds the applied step.

The depletion width is 746 nm. The peak semiconductor field is $2\psi_s/W=0.115$ MV/cm, and the oxide field is $0.693\ \mathrm V/20\ \mathrm{nm}=0.346$ MV/cm. Their ratio is three, the inverse ratio of the permittivities.

The slope is $1-0.3337/(2\times2.2423)=0.926$. A further small rise of the gate voltage therefore appears mainly across the semiconductor. The small-signal capacitance is $0.0128\ \mathrm{\mu F/cm^2}$, about 7% of the oxide capacitance.

With all other parameters fixed, the simple formula gives:

| $V$ (V) | $\psi_s$ (V) | $W$ (nm) |
|---:|---:|---:|
| 1 | 0.717 | 305 |
| 2 | 1.580 | 452 |
| 5 | 4.307 | 746 |
| 10 | 8.999 | 1079 |

The thermal voltage is 0.02585 V. The first-order hole correction at 5 V is therefore $0.02585\times0.0744\ \mathrm V=1.9$ mV. A finite-difference solution of the holes-only Poisson equation, using 2000 cells and the oxide voltage balance at the surface, gives 4.3094 V. This is 1.93 mV above the simple result, in agreement with the correction.

Near flat band the same numerical method shows where the simple formula fails. At $V=0.05$ V it gives 21.9 mV, while the simple formula gives 12.6 mV. Both potentials are below $\phi$, so a sharp depletion edge is not justified. In this range the balance containing the exponential should be solved numerically.

### Comparison with equilibrium

If the gate is held at 5 V for long enough, electrons reach equilibrium. Let $n_i$ be the intrinsic carrier density, with $n_i\ll N$. The electron density is then $(n_i^2/N)e^{\psi/\phi}$. Adding its charge to Poisson's equation and repeating the integration gives, for $\psi_s\gg\phi$,

$$\left(\frac{V-\psi_s}{g}\right)^2\approx
\psi_s-\phi+\phi e^{(\psi_s-2\phi_F)/\phi},\qquad
\phi_F=\phi\ln\frac{N}{n_i}.$$

The last term is the electron contribution. Solving for the exponential and taking its logarithm gives

$$\psi_s\approx2\phi_F+\phi\ln\left\{\frac{[(V-\psi_s)/g]^2-\psi_s+\phi}{\phi}\right\}.$$

With the rough value $n_i=10^{10}\ \mathrm{cm^{-3}}$, $2\phi_F=0.714$ V. Numerical root finding on the full equilibrium balance gives $\psi_s=0.938$ V. This lies 0.22 V above $2\phi_F$, because the electron layer must still grow to balance the gate charge. The dependence on gate voltage is logarithmic, so $\psi_s$ rises slowly. In deep depletion no such electron layer is available, and $\psi_s$ follows the gate.

The equilibrium value is for contrast and is uncertain by about 0.1 V. It treats the dense electron layer with Boltzmann statistics, although the surface density it implies is about twice the effective density of states of the conduction band, and it ignores quantum confinement. A self-consistent Schrödinger–Poisson solution for a (100) silicon surface gives about 1.03 V instead of 0.938 V.

### How long the result lasts

The hole current that charges the capacitor must pass through the resistance of the neutral substrate. For wafer thickness $L$ and hole mobility $\mu$, the resistance times unit area is $L/(q\mu N)$. Multiplying by $C$ gives an upper estimate of the response time, since the oxide and depletion capacitances in series are smaller than $C$. With $L=500\ \mathrm{\mu m}$ and a rough mobility of $400\ \mathrm{cm^2/Vs}$, this gives 13.5 ns. A step lasting 1000 ns is slow enough. After an abrupt step, $\psi_s$ in this model comes within 1 mV of its final value in about 10 ns.

For electron generation, take a bulk rate $n_iW/\tau_g$ and a surface rate $n_is_g$ per unit area. Here $\tau_g$ is the generation lifetime and $s_g$ the surface generation velocity. The rough values $\tau_g=10\ \mathrm{\mu s}$ and $s_g=10$ cm/s give

$$7.46\times10^{10}+1.00\times10^{11}
=1.75\times10^{11}\ \mathrm{cm^{-2}\,s^{-1}} .$$

These are initial rates, and they fall as electrons collect. After 1 ms, at most $1.75\times10^8\ \mathrm{cm^{-2}}$ electrons have formed in this model. The electron-sheet formula then gives a fall in $\psi_s$ of at most 0.15 mV.

The final electron layer follows from the equilibrium charge balance. Subtracting the depletion charge from $C(V-\psi_s)$, with $\psi_s=0.938$ V and a depletion width of 348 nm, leaves about $4.0\times10^{12}\ \mathrm{cm^{-2}}$. This width is somewhat too large, because part of $\psi_s$ falls across the electron layer itself; the effect on the sheet density is below 1%. At the initial rate this layer would take 23 s to form. In this generation model the time is longer, because the depletion width shrinks as electrons collect. The model also keeps the surface rate constant. In a real capacitor even a sparse electron layer suppresses generation at the interface, so the surface contribution becomes small long before the final layer is complete. For midgap interface traps the surface rate in this example is halved once about $5\times10^3$ electrons per $\mathrm{cm^2}$ have collected, within tens of nanoseconds. Integrating the rates gives about 26 s with a constant surface rate and about 74 s with the suppressed one, so 23 s is a lower bound. Diffusion of electrons from the neutral bulk is not included.

### Breakdown and tunnelling

Avalanche sets an upper limit on the step. Take 0.4 MV/cm as a rough critical field $F_c$. Since $F_s=qNW/\varepsilon$ and $\psi_s=qNW^2/(2\varepsilon)$, eliminating $W$ gives

$$\psi_c=\frac{\varepsilon F_c^2}{2qN},\qquad
V_c=\psi_c+g\sqrt{\psi_c}=54\ \mathrm V .$$

The 5 V example is well below this planar estimate. Field concentration at a gate edge can lower the limit.

For band-to-band tunnelling, the dominant factor has the form $e^{-B/F}$. A rough field constant $B=20$ MV/cm and the peak field of 0.115 MV/cm give an exponent of 173, so this current is negligible here.

For the oxide, take a rough barrier of 3.0 eV and an effective mass of 0.4 electron masses. Lowering the whole barrier by the oxide drop, to 2.31 eV, overestimates tunnelling through the sloping barrier. The semiclassical exponent $2t_{ox}\sqrt{2m^*E_b}/\hbar$, with $m^*$ the effective mass and $E_b$ the lowered barrier, is then 197. Direct tunnelling is negligible in this model as well. Defects in the oxide could provide other paths.

### Real devices

The doping and oxide thickness are plausible for a silicon test capacitor. Modern logic transistors have much thinner gate insulators and usually a different doping profile, so these numbers should not be transferred to them. A transistor also has a source that can supply electrons quickly. Deep depletion then ends long before thermal generation would end it, unless the source is biased to prevent the supply.

A real capacitor may already have electrons at its surface when the step arrives. A sheet of $10^{12}\ \mathrm{cm^{-2}}$ reduces the effective gate voltage by 0.928 V. With a sheet of zero thickness, the numerical Poisson solution then gives $\psi_s=3.454$ V instead of 4.309 V. The finite thickness of the electron layer raises this value by about 2 mV in a classical treatment and by 4 to 5 mV with quantum confinement at a (100) surface. Such a sheet is not held at small effective voltage: at $V-qn/C=0.3$ V, with a rough diffusion constant of $25\ \mathrm{cm^2/s}$ and a lifetime of $10\ \mathrm{\mu s}$, it drains into the bulk within about a microsecond. Generation lifetimes vary by orders of magnitude between wafers, and $n_i$ rises steeply with temperature, so the 23 s estimate should be recalculated for each device.

Doping errors matter less in this example. At fixed $V$, differentiating the balance with respect to $g$ gives

$$\delta\psi_s=-f'(V)\,V_{ox}\,\frac{\delta g}{g},$$

where $V_{ox}=g\sqrt{\psi_s}$. Since $g\propto\sqrt N$, a 10% increase in doping raises $g$ by about 5%. It lowers $\psi_s$ by about $0.926\times0.693\times0.05\ \mathrm V=0.03$ V. An error in $V_{FB}$ enters through $V$ and is passed to $\psi_s$ with the factor 0.926. Charge that moves into interface traps during the step has a similar effect and is not covered by a constant $V_{FB}$.

### Implementation

Use consistent units: if $\varepsilon$ is in F/cm, then $N$ must be in $\mathrm{cm^{-3}}$ and $C$ in $\mathrm{F/cm^2}$. For a p-type substrate:

1. Compute $g$ and the effective voltage $U=V_G-V_{FB}-qn/C$. Set $n=0$ if there is no initial electron sheet.
2. If $U<0$, leave this model; the surface is not in the depletion state described here. If $n>0$, also leave it when the resulting $\psi_s$ lies below the equilibrium surface potential for this gate voltage, because the sheet then drains into the bulk.
3. Otherwise compute $\psi_s=\left[U/(\sqrt{U+g^2/4}+g/2)\right]^2$.
4. If millivolt accuracy matters and $\psi_s\gg\phi$, replace $U$ by $U-\phi$ in step 3 and add $\phi$ to the result. With a dense electron sheet this is not enough, since the thickness of the sheet shifts $\psi_s$ by a few millivolts.
5. If $\psi_s$ is not much larger than $\phi$, solve the balance with the exponential, using $U$ in place of $V$.
6. Compute $W$ and the peak field, then compare them with the wafer thickness and the breakdown field. Compare the step and observation times with the hole response and refill times.

For an n-type substrate, $N$ is the donor density and the mobile sheet consists of holes. Use $U=V_{FB}-V_G-qn/C$, with $n$ now the number of holes per unit area, and give the resulting surface potential a negative sign. The time conditions then exchange the roles of electrons and holes.
